# Oxide precipitates, dissolved iron and the temperature limit of relaxation gettering

**Q:** My Czochralski wafer contains iron and plenty of oxide precipitates. Iron diffuses faster when it is hot, and the precipitates collect it as iron silicide. So I would hold the wafer at 1200 K or even 1400 K. The hotter the hold, the more complete the relaxation gettering should be. What is wrong with that?

**A:** You have used the diffusivity to decide whether iron leaves solution. Diffusivity tells you how fast iron moves. The direction of the reaction comes from free energy, so let us compute that first.

Place $N$ iron atoms on $M$ interstitial sites of the silicon, with $N\ll M$. The number of arrangements is $W(N)=M!/[N!(M-N)!]$. If one atom leaves solution, this number changes by the factor

$$\frac{W(N-1)}{W(N)}=\frac{N}{M-N+1}\approx\frac NM=\frac{C}{N_s},$$

where $C$ is the dissolved concentration and $N_s$ the site density. Let $\varepsilon$ be the free energy gained when an iron atom joins bulk silicide, leaving out the entropy of arrangement. The total change for one atom is

$$\Delta F=-\varepsilon-kT\ln\frac{C}{N_s}.$$

Equilibrium means $\Delta F=0$, which defines the solubility $C_s=N_s e^{-\varepsilon/kT}$. Thus $\varepsilon=-kT\ln(C_s/N_s)$, and substitution gives

$$\Delta F=-kT\ln\frac{C}{C_s}\equiv-g .$$

The driving force $g$ is positive for $C>C_s$ and negative for $C<C_s$. In the second case, moving iron into silicide costs free energy. Relaxation gettering is the return of a supersaturated solution towards $C_s$ by precipitation, so without supersaturation there is nothing to relax.

**Q:** Where does 1200 K fall?

**A:** Write $\varepsilon=H-TS$, with constant enthalpy $H$ and entropy $S$. Then $C_s=A e^{-H/kT}$, with $A=N_s e^{S/k}$. I take rough, rounded values for iron in silicon: $H=2.9$ eV and $A=8\times10^{25}$ cm$^{-3}$. Let the total iron be $C_0=10^{13}$ cm$^{-3}$.

The solvus temperature $T_s$ is where $C_s=C_0$. Taking the logarithm of $Ae^{-H/kT_s}=C_0$ gives

$$T_s=\frac{H}{k\ln(A/C_0)}=\frac{2.9\ \text{eV}}{k\ln(8\times10^{12})}\approx1133\ \text{K},$$

or 860 °C. With all iron dissolved, the driving force at another temperature is

$$g=kT\ln\frac{C_0}{C_s}=H-kT\ln\frac{A}{C_0}=H\left(1-\frac{T}{T_s}\right).$$

The last step uses $k\ln(A/C_0)=H/T_s$. At 1200 K the solubility is $5.3\times10^{13}$ cm$^{-3}$, five times the iron present, and $g=-0.17$ eV. At 1400 K, $g=-0.68$ eV. Your hotter hold moves further from precipitation. The density of oxide precipitates does not enter $T_s$.

**Q:** That is bulk silicide. An oxide surface is a good nucleation site. Could it not make precipitation possible where the bulk driving force fails?

**A:** Test that with a silicide cap of curvature radius $a$ on a flat oxide surface. Let $\gamma$ be the silicide–silicon interface energy, $\gamma_{po}$ that of silicide–oxide and $\gamma_{so}$ that of silicon–oxide, all isotropic. Young's equation for contact angle $\theta$ is $\gamma_{so}=\gamma_{po}+\gamma\cos\theta$.

The cap creates an outer area $A_o$ and replaces silicon–oxide interface over a base area $A_b$. Its surface cost is therefore

$$\gamma A_o+(\gamma_{po}-\gamma_{so})A_b=\gamma(A_o-A_b\cos\theta).$$

With $c=\cos\theta$, the areas are $A_o=2\pi a^2(1-c)$ and $A_b=\pi a^2(1-c^2)$. Hence

$$\gamma(A_o-cA_b)=\pi a^2\gamma(1-c)(2-c-c^2)=4\pi a^2\gamma f,$$

$$f=\frac{(2+c)(1-c)^2}{4},$$

because $2-c-c^2=(1-c)(2+c)$. The volume is

$$V=\int_{ac}^{a}\pi(a^2-z^2)\,dz=\frac{\pi a^3}{3}(2-3c+c^3)=\frac{4\pi a^3}{3}f .$$

If $\Omega$ is the silicide volume per iron atom, the cap contains $V/\Omega$ iron atoms, and its energy is

$$E(a)=f\left(4\pi a^2\gamma-\frac{4\pi a^3}{3}\frac g\Omega\right).$$

For $g\le0$ neither term is negative. The surface term grows with $a$, and the bulk term never falls. The cap shrinks at every size. For $g>0$, setting $dE/da=0$ gives $a^*=2\gamma\Omega/g$. Since $a^*g/\Omega=2\gamma$, the barrier is

$$E^*=4\pi a^{*2}f\left(\gamma-\frac{2\gamma}{3}\right)=\frac{16\pi\gamma^3\Omega^2 f}{3g^2}.$$

The oxide enters through $f$. For the chosen angle of 60°, $f=0.156$, so the barrier is about a sixth of that for a free sphere at the same $g$. That is real help, but it is help with a barrier. It does not change the sign of $g$.

**Q:** My precipitates are platelets and polyhedra, not flat walls. Perhaps a clever shape avoids the surface cost.

**A:** Not on a convex precipitate with partial wetting, $\theta>0$. Project each point of the outer silicide surface to the nearest point of the oxide. For outside points $x,y$ with projections $p,q$, convexity requires

$$(x-p)\cdot(q-p)\le0,\qquad (y-q)\cdot(p-q)\le0 .$$

Adding these gives $|q-p|^2\le(y-x)\cdot(q-p)\le|y-x|\,|q-p|$, so projection never lengthens a distance and cannot enlarge an area. It also covers the whole silicide–oxide contact: an outward normal from any contact point must leave the silicide somewhere, and that exit point projects back to where the normal began. Therefore $A_o\ge A_b$, and

$$\gamma(A_o-A_b\cos\theta)\ge\gamma(1-\cos\theta)A_b>0 .$$

For $g\le0$ the surface term opposes silicide and the bulk term does not favour it.

There are exceptions outside these conditions. If the silicide wets the oxide completely, a layer of thickness $t$ can gain surface energy $\sigma=\gamma_{so}-\gamma_{po}-\gamma>0$ per area while paying $t|g|/\Omega$. In this continuum estimate it is favourable for $t<\sigma\Omega/|g|$, a bounded film and not a growing precipitate. The bound grows as $T$ approaches $T_s$, and bounded does not mean negligible: a single layer, $t\approx\Omega^{1/3}=0.34$ nm, on a 50 nm oxide has room for about $2.8\times10^5$ iron atoms, far more than the $10^4$ per precipitate used below. Such a layer gains $\sigma\Omega/t$ per atom, so it can form above the solvus once this exceeds $|g|$. At 1200 K that needs $\sigma$ above about 1.5 eV/nm$^2$, and hence a silicon–oxide interface energy above $\gamma+1.5$ eV/nm$^2$. A sharp re-entrant corner can likewise hold a bounded amount behind a concave surface. For a wedge of half-opening $\alpha$ wetted over length $l$ on each wall, a straight chord costs $2l\gamma(\sin\alpha-\cos\theta)$ per unit length of wedge, which is negative only if the opening angle is below $180^\circ-2\theta$. At $\theta=60^\circ$ a right-angle corner does not qualify. I have also left out elastic stress, which would add a local work term to $g$.

**Q:** Then below 1133 K everything is settled, and I should go as cold as possible to make $g$ large?

**A:** Now your diffusivity matters. Around a spherical sink of radius $a$, slow diffusion gives a nearly steady profile. The inward current $4\pi r^2D\,dC/dr$ is then independent of $r$. With $C_s$ at the sink and $C$ far away,

$$C(r)=C-(C-C_s)\frac ar,$$

so the current is $4\pi aD(C-C_s)$. For $n$ well-separated sinks per volume,

$$\frac{dC}{dt}=-\frac{C-C_s}{\tau},\qquad \tau=\frac1{4\pi naD}.$$

At fixed temperature and sink radius, integration gives

$$C(t)=C_s+(C_0-C_s)e^{-t/\tau}.$$

This applies below the solvus, once silicide is present to hold the boundary at $C_s$. Above the solvus, with no silicide, $C$ stays at $C_0$.

As temperature rises, the first term grows and the second falls. A hold of given length therefore has a best temperature between the frozen and the soluble side.

I take $n=10^9$ cm$^{-3}$, oxide radius 50 nm and $D=10^{-3}e^{-0.67\,\text{eV}/kT}$ cm$^2$/s. At 900 K, $\tau=90$ s, so 30 minutes is 20 time constants. The exponential is negligible and the remaining fraction is $C_s/C_0=4.6\times10^9/10^{13}=0.046\%$. At 700 K, $\tau=1060$ s and 18% remains, although $g$ is larger.

The steady-profile law was tested at 900 K by solving radial diffusion in a spherical cell around one sink. After one $\tau$ the remaining fraction was 0.3625 for a 50 nm sink, against $e^{-1}=0.3679$, a relative difference of 1.5%.

**Q:** Is the sink really as large as the oxide? The silicide has to start somewhere.

**A:** That is the weak point of the fast estimate. There are $10^{13}/10^9=10^4$ iron atoms per oxide precipitate. With $\Omega=0.038$ nm$^3$, all of them in one compact sphere have radius

$$a_f=\left(\frac{3\times10^4\,\Omega}{4\pi}\right)^{1/3}=4.5\ \text{nm},$$

eleven times smaller than the oxide. If iron can join only that particle, capture is slower.

Curvature matters too. A sphere has surface energy $4\pi a^2\gamma$ and contains $4\pi a^3/(3\Omega)$ iron atoms. The surface cost of one more atom is the ratio of the derivatives, $8\pi a\gamma/(4\pi a^2/\Omega)=2\gamma\Omega/a$. Equilibrium requires $kT\ln(C/C_s)=2\gamma\Omega/a$, or

$$C=C_s\exp\left(\frac{2\gamma\Omega}{akT}\right).$$

A small particle needs more dissolved iron than bulk silicide does.

The slow case below starts with one particle just above critical size at each oxide precipitate, treated as a free sphere open to iron from all sides, then follows its growth with $\gamma=3$ eV/nm$^2$. All holds last 30 minutes.

| $T$ (K) | fast: iron left | slow: iron left |
|---|---|---|
| 1200 | 100% | 100% |
| 1000 | 1.9% | 6.7% |
| 900 | 0.05% | 31% |
| 800 | 0.11% | 77% |

The best temperature is about 845 K (572 °C) for the fast sink and 995 K (722 °C) for the slow one. Sink size moves the optimum by 150 K, but it does not move the solvus. The slow column is not a worst case: a 60° cap sitting on the oxide wall is fed from one side only, and it leaves about 15% at 1000 K and 52% at 900 K, with its best hold near 1020 K.

At 1000 K the slow result has two parts. The particle radius is near 4.4 nm, so curvature raises the equilibrium fraction from 1.9% to about $1.9\%\times e^{0.60}=3.5\%$. The remaining 3% or so is iron that has not yet arrived. The fast column ignores this curvature, so its floor is a lower limit: with $10^4$ atoms in one particle, even unlimited transport leaves 3.5% (sphere) or 2.7% (60° cap) at 1000 K, and 0.09% or 0.07% at 900 K.

**Q:** Can precipitation begin as soon as I cross 1133 K?

**A:** Just below $T_s$, $g$ is tiny and $E^*\propto1/g^2$ is huge. With these interface parameters, the barrier falls to $25kT$ at 1050 K, 83 K below the solvus. The critical cap then has a radius of 1.1 nm and contains about 21 iron atoms. I use $25kT$ as a marker, not as a calculated nucleation rate. The solvus is thus a necessary limit, and useful precipitation may need further cooling.

**Q:** But suppose I do anneal at 1400 K, and afterwards I measure less dissolved iron. Would that not prove me right?

**A:** Not by itself, because the wafer had to cool before the measurement. In this model the hot hold removes nothing, and capture starts on the way down through $T_s$. The model treats the wafer as closed. In 30 minutes $\sqrt{Dt}$ is about 0.5 mm at 1200 K and 0.8 mm at 1400 K, comparable to the wafer thickness, so a surface that absorbs iron can lower the dissolved level during the hold with no help from the oxide precipitates. Keeping the 50 nm sink and ignoring the nucleation delay, cooling from $T_s$ to 400 K leaves 0.6% dissolved at 1 K/s, 52% at 10 K/s and 94% at 100 K/s. These are fast-sink figures; a compact particle that starts growing at 1050 K leaves about 86% dissolved even at 1 K/s. To separate the two stages, compare samples with the same hot hold and different cooling rates.

**Q:** At least iron that was captured earlier will stay captured during a later hot step.

**A:** It will not if that step is above the solvus and lasts long enough, and small particles fail earlier: with curvature and $10^4$ atoms per precipitate, no compact sphere can be in equilibrium with the remaining solution above about 1090 K, and no 60° cap above about 1107 K. At 1400 K, $C_s=2.9\times10^{15}$ cm$^{-3}$, far above $C_0$. Neglecting the dissolved background and curvature, a silicide sphere loses $4\pi aDC_s$ atoms per time. A change $da$ changes its atom number by $4\pi a^2da/\Omega$, so

$$a\frac{da}{dt}=-\Omega DC_s,\qquad t=\frac{a_f^2}{2\Omega DC_s}.$$

For $a_f=4.5$ nm this is 0.24 s. Including curvature shortens it to 0.12 s. Closer to the solvus release is much slower: the same formula gives about 33 s at 1200 K, and about 15 s with curvature and the dissolved background included, so a one-second spike there would free only about 7% of the iron. These times assume instant heating and no reaction delay at the interface. A furnace ramp would then set the pace, and the iron would have to be captured again on cooling.

**Q:** Could iron simply stick to the oxide surface above the solvus, without forming silicide?

**A:** Yes, in principle. That is segregation, and its driving force is binding to particular sites. Let the trap density be $N_t$ and the binding free energy $E_b$. Equal chemical potentials at low trap occupation give

$$\frac{C_{\text{trapped}}}{C}=\frac{N_t}{N_s}e^{E_b/kT}.$$

With $10^{15}$ sites per cm$^2$ of oxide surface, the example has $N_t=3.1\times10^{14}$ cm$^{-3}$, against $N_s=5\times10^{22}$ cm$^{-3}$. At 1200 K, trapping half the iron needs $E_b=kT\ln(N_s/N_t)=1.95$ eV. The corresponding value for bulk silicide is $\varepsilon=2.14$ eV. With $E_b=1$ eV, the trapped-to-dissolved ratio is only $10^{-4}$. I do not know the true binding from this model, so it cannot exclude segregation. It does show that strong binding would be required at this trap density; a hundred times more sites would lower the value by $kT\ln100=0.48$ eV, to about 1.5 eV.

**Q:** How far should I trust 1133 K for a real wafer?

**A:** Treat it as the solvus for this iron content and these rough solubility parameters. Doubling the solubility lowers it to 1107 K, and halving raises it to 1160 K. Since $T_s\propto H$, a change of 0.04 eV in $H$ alone moves it by 16 K, and commonly quoted unrounded fits put it nearer 1115 K. An iron content of $10^{13}$ cm$^{-3}$ represents heavy contamination; for $10^{11}$ cm$^{-3}$ the solvus is 981 K, so a cleaner wafer must be cooled further before relaxation gettering can start. Below about 800 °C the solubility used here is an extrapolation of high-temperature data, and measurements at 600–800 °C have reported dissolved iron ten or more times higher near 900 K. On such data the fast floor at 900 K would be about 1% rather than 0.05%, and the solvus for $10^{11}$ cm$^{-3}$ would be near 900 K.

Doping also matters, because $C_s$ means total dissolved iron at the wafer's own doping. Acceptors favour positively charged iron and iron–boron pairs, which raises $C_s$ and lowers $T_s$. At equilibrium with silicide, the neutral iron concentration is fixed and the charged one is proportional to the hole density $p$. If all dissolved iron were charged, $C_s$ would therefore rise by the factor $(p/n_i)(1+r)$, where $n_i$ is the hole density of undoped silicon and $r$ the ratio of pairs to unpaired charged iron. Any neutral iron makes the rise smaller, so this factor is an upper bound. With rough values for the band gap and pair binding, it limits the rise at the solvus to below 0.03% for $10^{15}$ cm$^{-3}$ boron. For $10^{19}$ cm$^{-3}$ the same bound allows $T_s$ to fall to about 1040 K. This limit moves by roughly 15 K for each 0.05 eV of pair binding (0.6 eV is used here) and by a similar amount with the choice of $n_i$.

One exposed assumption in a real wafer is that every oxide precipitate carries a silicide particle from the start. Even with that granted, the choice of sink size changes the iron left at 900 K from 0.05% to 31%. At 900 to 1000 K, fewer active particles would leave still more iron dissolved. Near 1050 K the count is close to its optimum, because fewer particles are larger and have less curvature: halving or doubling it both leave about 21% instead of 18%. The count can also be larger than one. With the chosen $\gamma$ and $\theta$ the cap barrier is about $10kT$ at 1000 K and $3.7kT$ at 900 K, where the critical cap holds about one atom and the continuum picture no longer applies; at 800 K even a free sphere faces only $13kT$. If $m$ separate particles share the iron of one oxide, their summed radius is $m^{2/3}$ times larger, with capture limited by the oxide radius and at the price of more curvature. The single particle of the slow column is thus an imposed case, not a prediction. The interface energy and contact angle are chosen values, so the 83 K undercooling is an illustration.

**Q:** So for my wafer, I should first ask how much iron it holds, then find the solvus, and only then worry about diffusion?

**A:** Yes, with the solubility taken at your doping. Above that solvus, a longer hold or more oxide precipitates will not create a driving force for bulk silicide. Complete wetting, segregation, local stress and surface sinks lie outside this rule. Below it, nucleation, sink size and time decide how much of the available driving force you can use.

## Values computed for the example and the checks

```
INPUTS (rounded, rough)
solution enthalpy 2.9 eV; prefactor 8e+25 cm^-3
diffusion prefactor 1e-03 cm2/s; barrier 0.67 eV
iron 1e+13 cm^-3; interstitial sites 5e+22 cm^-3
oxide density 1e+09 cm^-3; radius 50 nm
interface energy 3.0 eV/nm2; volume per Fe 0.038 nm3
contact angle 60 deg; hold 1800 s
SOLVUS
Ts = 1132.7 K = 860 C
Ts for iron 1e+11 cm^-3 = 981 K
Ts for iron 1e+12 cm^-3 = 1051 K
Ts for iron 1e+14 cm^-3 = 1228 K
HOLDS: T K | Cs cm^-3 | g eV | tau s | fast % left | slow % left
1400 | 2.91e+15 | -0.684 | 4.11 | 100 | 100
1200 | 5.29e+13 | -0.172 | 10.4 | 100 | 100
1050 | 9.63e+11 | 0.212 | 26.2 | 9.63 | 18.3
1000 | 1.94e+11 | 0.340 | 37.9 | 1.94 | 6.68
900 | 4.61e+09 | 0.596 | 89.9 | 0.0461 | 30.8
800 | 4.30e+07 | 0.852 | 265 | 0.112 | 77.3
700 | 1.06e+05 | 1.108 | 1.06e+03 | 18.3 | 96.6
600 | 3.50e+01 | 1.364 | 6.75e+03 | 76.6 | 99.7
best fast hold 845 K = 572 C; 0.00515 % left
best slow hold 995 K = 722 C; 6.63 % left
final compact silicide radius 4.49 nm
iron atoms per oxide precipitate 10000
COOLING from Ts to 400 K, oxide-sized sink
0.1 K/s: 0.000182 % left dissolved
1 K/s: 0.637 % left dissolved
10 K/s: 52.1 % left dissolved
100 K/s: 93.6 % left dissolved
NUCLEATION
shape factor 0.1562
barrier at 900 K 0.288 eV
barrier is 25 kT at 1050 K
undercooling there 83 K
critical radius 1.07 nm; 21 Fe atoms
RELEASE at 1400 K
flat-interface solubility: 0.236 s
with curvature: 0.118 s
CHECKS AND NEGLECTED EFFECTS
cell fraction after tau, 50 nm sink 0.3625
same, compact silicide sink 0.3674; exp(-1) 0.3679
interface sites 3.14e+14 cm^-3 (1e15 per cm2)
binding to trap half at 1200 K: 1.95 eV
silicide binding free energy there 2.14 eV
trapped/dissolved for 1 eV binding 1.0e-04
solubility x2: Ts 1107 K; x0.5: 1160 K
1e15 cm^-3 boron: Cs rise at Ts below 0.026 %
1e19 cm^-3 boron: Ts not below 1038 K
20 um layer, L^2/D at best slow hold 10 s
```
